# RPA correlation energy from the trace-log formula and its high-density jellium limit: a program that tests the result

```python
"""
RPA correlation energy (hartree atomic units):
    E_c = (1/2pi) int_0^inf du Tr[ ln(1 - chi0(iu) v) + chi0(iu) v ]
and its high-density limit per electron for the unpolarized uniform gas:
    eps_c = A ln(rs) + C + B rs ln(rs) + O(rs),
    A = (1 - ln 2)/pi^2 = 0.0311,  C = -0.071.
chi0: independent-electron density response; v: interaction; u: imaginary
frequency; rs: density parameter; kF: Fermi wave number; Q = q/kF;
w = u/(q kF); F = -chi0 pi^2/kF; R(w) = F(Q=0,w); kappa = 4 alpha rs/pi.
"""
import numpy as np
from scipy.constants import physical_constants

pi = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def gauss_panels(edges, n=24):
    """Composite Gauss-Legendre nodes and weights."""
    x, g = np.polynomial.legendre.leggauss(n)
    edges = np.asarray(edges, dtype=float)
    half = 0.5 * np.diff(edges)
    mid = 0.5 * (edges[1:] + edges[:-1])
    nodes = (mid[:, None] + half[:, None] * x).ravel()
    return nodes, (half[:, None] * g).ravel()


def half_line(scale, n=100):
    """Nodes and weights for a smooth integrand on (0, infinity)."""
    x, g = np.polynomial.legendre.leggauss(n)
    return scale * (1 + x) / (1 - x), g * 2 * scale / (1 - x) ** 2


def trace_log(chi0_of_u, v, freq, weights):
    """RPA energy from the trace-log formula for finite matrices."""
    total = 0.0
    for u, g in zip(freq, weights):
        m = chi0_of_u(u) @ v
        total += g * (np.linalg.slogdet(np.eye(len(v)) - m)[1]
                      + np.trace(m).real)
    return total / (2 * pi)


# ---- Two-site Hubbard model: exact adiabatic connection -------------------
hop = np.array([[0.0, -1.0], [-1.0, 0.0]])
one_body = np.kron(hop, np.eye(2)) + np.kron(np.eye(2), hop)
site_n = []
for site in range(2):
    p = np.zeros((2, 2))
    p[site, site] = 1.0
    site_n.append(np.kron(p, np.eye(2)) + np.kron(np.eye(2), p))
double_occ = np.diag([1.0, 0.0, 0.0, 1.0])


def dimer_response(U):
    """Exact density response of the dimer, from diagonalization."""
    e, c = np.linalg.eigh(one_body + U * double_occ)
    dens = np.array([c[:, 0] @ n @ c[:, 0] for n in site_n])
    assert np.allclose(dens, 1.0, atol=1e-10)   # density stays fixed
    amp = np.array([c[:, 1:].T @ n @ c[:, 0] for n in site_n])
    gap = e[1:] - e[0]
    return lambda u: -(amp * (2 * gap / (gap**2 + u**2))) @ amp.T


def dimer_exact(U):
    e0, c0 = np.linalg.eigh(one_body)
    ref = c0[:, 0]
    h = one_body + U * double_occ
    return np.linalg.eigvalsh(h)[0] - ref @ h @ ref


u_dim, g_dim = half_line(2.0)
lam, g_lam = gauss_panels([0, 1], 16)
U_dimer = 2.0
chi_free = dimer_response(0.0)
dimer_ac = 0.0
for l, gl in zip(lam, g_lam):
    chi_l = dimer_response(l * U_dimer)
    inner = sum(g * np.trace(chi_l(u) - chi_free(u))
                for u, g in zip(u_dim, g_dim))
    dimer_ac -= gl * U_dimer * inner / (2 * pi)
dimer_ec = dimer_exact(U_dimer)
assert abs(dimer_ac - dimer_ec) < 1e-8
dimer_rpa = trace_log(chi_free, U_dimer * np.eye(2), u_dim, g_dim)
U_weak = 0.01
weak_ratio = (trace_log(chi_free, U_weak * np.eye(2), u_dim, g_dim)
              / dimer_exact(U_weak))
assert abs(weak_ratio - 2.0) < 0.02   # remainder is of order U

# ---- One-dimensional lattice in plane waves -------------------------------
k_max, n_occ, V0, g_int = 5, 3, 1.0, 4.0
length = 2 * pi
ks = np.arange(-k_max, k_max + 1)
nk = len(ks)
ham = np.diag(ks**2 / 2.0) + V0 / 2 * (np.eye(nk, k=1) + np.eye(nk, k=-1))
even = np.zeros((nk, k_max + 1), complex)
odd = np.zeros((nk, k_max), complex)
even[k_max, 0] = 1.0
for k in range(1, k_max + 1):
    even[k_max + k, k] = even[k_max - k, k] = 1 / np.sqrt(2)
    odd[k_max + k, k - 1] = -1j / np.sqrt(2)
    odd[k_max - k, k - 1] = 1j / np.sqrt(2)
levels, orbitals = [], []
for block in (even, odd):             # parity blocks give real orbitals
    e, c = np.linalg.eigh(block.conj().T @ ham @ block)
    levels.extend(e)
    orbitals.extend((block @ c).T)
order = np.argsort(levels)
levels = np.array(levels)[order]
orbitals = np.array(orbitals)[order]
all_G = np.array([G for G in range(-2 * k_max, 2 * k_max + 1) if G != 0])


def pair_density(a, b):
    """<a| exp(-iGx) |b> for every nonzero G."""
    out = np.zeros(len(all_G), complex)
    for j, G in enumerate(all_G):
        for i in range(nk):
            if 0 <= i + G < nk:
                out[j] += np.conj(a[i]) * b[i + G]
    return out


pairs = [(i, a) for i in range(n_occ) for a in range(n_occ, nk)]
gap = np.array([levels[a] - levels[i] for i, a in pairs])
rho_up = np.array([pair_density(orbitals[i], orbitals[a]) for i, a in pairs]).T
rho_dn = np.array([pair_density(orbitals[a], orbitals[i]) for i, a in pairs]).T
v_G = g_int / all_G**2


def lattice_chi0(u):
    up = (rho_up / (1j * u - gap)) @ rho_up.conj().T
    dn = (rho_dn / (-1j * u - gap)) @ rho_dn.conj().T
    return 2 * (up + dn) / length


u_lat, g_lat = half_line(3.0)
lat_log = trace_log(lattice_chi0, np.diag(v_G), u_lat, g_lat)

lat_coupling = 0.0
for u, g in zip(u_lat, g_lat):
    c0 = lattice_chi0(u)
    for l, gl in zip(lam, g_lam):
        cl = np.linalg.solve(np.eye(len(v_G)) - l * c0 * v_G, c0)
        lat_coupling -= g * gl * np.sum(v_G * np.diag(cl - c0).real) / (2 * pi)

K = (rho_up.T * v_G) @ rho_up.conj() / length
assert np.max(abs(K.imag)) < 1e-10
K = K.real
root = np.sqrt(gap)
modes = np.sqrt(np.linalg.eigvalsh(np.diag(gap**2)
                                   + 4 * root[:, None] * K * root))
lat_modes = 0.5 * (modes.sum() - gap.sum() - 2 * np.trace(K))
assert abs(lat_log - lat_coupling) < 1e-7
assert abs(lat_log - lat_modes) < 1e-7

cut_energies = []
for cut in (1, 2, 4):
    keep = np.where(abs(all_G) <= cut)[0]
    sel = np.ix_(keep, keep)
    cut_energies.append(trace_log(lambda u: lattice_chi0(u)[sel],
                                  np.diag(v_G[keep]), u_lat, g_lat))
assert np.all(np.diff(cut_energies + [lat_log]) < 0)

# ---- Uniform gas: response function ---------------------------------------
alpha = (4 / (9 * pi)) ** (1 / 3)


def F_gas(Q, w):
    """Closed form of -chi0 pi^2/kF; its large-w tail avoids cancellation."""
    log = np.log1p(2 * Q / ((1 - Q / 2) ** 2 + w**2))
    full = 0.5 * (1 + (1 + w**2 - Q**2 / 4) / (2 * Q) * log
                  - w * (np.arctan((1 + Q / 2) / w)
                         + np.arctan((1 - Q / 2) / w)))
    return np.where(w > 1000 * (1 + Q), 1 / (3 * (w**2 + Q**2 / 4)), full)


def R_gas(w):
    return np.where(w > 1000, 1 / (3 * w**2) - 1 / (5 * w**4),
                    1 - w * np.arctan(1 / w))


def F_definition(Q, w):
    """Fermi-sphere integral defining F, in units kF = 1."""
    k, gk = gauss_panels([0, 0.5, 1], 60)
    mu, gm = gauss_panels([-1, 0, 1], 60)
    D = Q**2 / 2 + Q * k[:, None] * mu
    return (gk * k**2) @ (D / ((w * Q) ** 2 + D**2)) @ gm


for Q, w in ((0.3, 0.6), (1.2, 0.4), (2.5, 0.5), (4.0, 2.0)):
    assert abs(F_gas(Q, w) - F_definition(Q, w)) < 1e-8
for w in (0.2, 0.7, 2.0):
    q2_term = (F_gas(0.02, w) - R_gas(w)) / 0.02**2
    assert abs(q2_term + 1 / (12 * (1 + w**2) ** 2)) < 1e-3

# ---- Uniform gas: full double integral ------------------------------------
y, gy = gauss_panels([0, 0.02, 0.2, 1, 2.5, 5, 8, 11, 15, 19])


def w_grid(Q):
    s = 1 + Q[:, None] / 2
    return s * np.sinh(y), s * np.cosh(y) * gy


def gas_rpa(rs):
    """RPA correlation energy per electron, no high-density expansion."""
    kappa = 4 * alpha * rs / pi
    low, mid, high = np.log(1e-5 * np.sqrt(kappa)), np.log(2), np.log(1e3)
    n_low = int(np.ceil((mid - low) / 1.2)) + 1
    edges = np.concatenate([np.linspace(low, mid, n_low),
                            np.linspace(mid, high, 7)[1:]])
    lnQ, gQ = gauss_panels(edges)
    Q = np.exp(lnQ)
    w, gw = w_grid(Q)
    x = kappa * F_gas(Q[:, None], w) / Q[:, None] ** 2
    series = -x**2 / 2 + x**3 / 3 - x**4 / 4 + x**5 / 5
    f = np.where(x < 1e-3, series, np.log1p(x) - x)
    kF = 1 / (alpha * rs)
    return 3 * kF**2 / (4 * pi) * np.sum(gQ * Q**4 * np.sum(gw * f, axis=1))


# ---- Uniform gas: analytic high-density coefficients ----------------------
def J_gas(Q):
    w, gw = w_grid(Q)
    return np.sum(gw * F_gas(Q[:, None], w) ** 2, axis=1)


w0, gw0 = np.sinh(y), np.cosh(y) * gy
R = R_gas(w0)
J0 = pi * (1 - np.log(2)) / 3
assert abs(np.sum(gw0 * R**2) - J0) < 1e-9
J_small = J_gas(np.array([0.01]))[0]
assert abs(J_small - J0) < 1e-4       # second order diverges as dQ/Q

a, T = 1e-4, 1.0                      # inner-region integral, t = Q^2
lt, gt = gauss_panels(np.linspace(np.log(1e-7 * a), np.log(T), 25))
t = np.exp(lt)
inner_num = 0.5 * np.sum(gt * t**2 * (np.log1p(a / t) - a / t))
inner_formula = a**2 / 4 * (np.log(a / T) - 0.5)
assert abs(inner_num / inner_formula - 1) < 1e-4   # remainder order a/T

A = (1 - np.log(2)) / pi**2
mean_lnR = np.sum(gw0 * R**2 * np.log(R)) / J0
Qi, gi = gauss_panels([0, 0.5, 1])
near = np.sum(gi * (J_gas(Qi) - J0) / Qi)
lnQo, go = gauss_panels(np.concatenate([[0, np.log(2)],
                                       np.linspace(np.log(2), np.log(1e3), 7)[1:]]))
far = np.sum(go * J_gas(np.exp(lnQo)))
C_inner = A * (np.log(4 * alpha / pi) - 0.5 + mean_lnR)
C_outer = -6 / pi**3 * (near + far)
C = C_inner + C_outer
B = 2 * alpha / pi**4 * np.sum(gw0 * R**2 / (1 + w0**2) ** 2)

assert abs(A - 0.0311) < 5e-5
assert abs(C + 0.071) < 5e-4

rs_list = [1e-5, 1e-4, 1e-3, 1e-2, 0.1, 0.5, 1.0, 2.0]
full = np.array([gas_rpa(rs) for rs in rs_list])
law = A * np.log(rs_list) + C
A_num = (full[1] - full[0]) / np.log(10)
C_num = full[0] - A_num * np.log(rs_list[0])
assert abs(A_num - A) < 5e-6          # remainder is of order rs ln rs
assert abs(C_num - C) < 5e-5
scaled = (full - law) / np.array(rs_list)
B_num = (scaled[2] - scaled[1]) / np.log(10)
assert abs(B_num / B - 1) < 0.05      # next order and quadrature error

# ---- Output ---------------------------------------------------------------
print("TWO-SITE HUBBARD MODEL, hopping 1 hartree")
print(f"U = {U_dimer:.1f} hartree")
print(f"exact E_c               = {dimer_ec:.6f} hartree")
print(f"E_c, coupling integral  = {dimer_ac:.6f} hartree")
print(f"E_c, RPA                = {dimer_rpa:.6f} hartree")
print(f"RPA/exact at U = {U_weak} hartree: {weak_ratio:.4f}")
print("PLANE-WAVE LATTICE, period 2 pi bohr")
print(f"V0 = {V0:.1f} hartree (potential V0 cos x)")
print(f"v_G = g/G^2, g = {g_int:.1f} hartree/bohr")
print(f"electrons {2*n_occ}, plane waves {nk}, G vectors {len(all_G)}")
print(f"smallest gap            = {gap.min():.6f} hartree")
print(f"E_c, trace-log          = {lat_log:.8f} hartree")
print(f"E_c, coupling integral  = {lat_coupling:.8f} hartree")
print(f"E_c, mode sum           = {lat_modes:.8f} hartree")
for cut, e in zip((1, 2, 4), cut_energies):
    print(f"E_c with |G| <= {cut}/bohr   = {e:.8f} hartree")
print("UNIFORM GAS, coefficients")
print(f"alpha                   = {alpha:.6f}")
print(f"kappa/rs = 4 alpha/pi   = {4*alpha/pi:.6f}")
print(f"ln(4 alpha/pi)          = {np.log(4*alpha/pi):.6f}")
print(f"J(0)                    = {J0:.6f}")
print(f"J(0.01)                 = {J_small:.6f}")
print(f"mean ln R, weight R^2   = {mean_lnR:.6f}")
print(f"int_0^1 (J-J(0)) dQ/Q   = {near:.6f}")
print(f"int_1^inf J dQ/Q        = {far:.6f}")
print(f"C, inner part           = {C_inner:.6f} hartree")
print(f"C, outer part           = {C_outer:.6f} hartree")
print(f"A = {A:.6f} hartree = {A*HARTREE_EV:.4f} eV")
print(f"C = {C:.6f} hartree = {C*HARTREE_EV:.4f} eV")
print(f"B = {B:.6f} hartree")
print("Extracted from the full double integral:")
print(f"A = {A_num:.6f}, C = {C_num:.6f}, B = {B_num:.6f} hartree")
print("rs, full RPA, A ln rs + C, difference (hartree)")
for rs, e, h in zip(rs_list, full, law):
    print(f"{rs:8.5f} {e:11.6f} {h:11.6f} {e-h:11.7f}")
print("all tests passed")
```

Printed output:

```
TWO-SITE HUBBARD MODEL, hopping 1 hartree
U = 2.0 hartree
exact E_c               = -0.236068 hartree
E_c, coupling integral  = -0.236068 hartree
E_c, RPA                = -0.267949 hartree
RPA/exact at U = 0.01 hartree: 1.9901
PLANE-WAVE LATTICE, period 2 pi bohr
V0 = 1.0 hartree (potential V0 cos x)
v_G = g/G^2, g = 4.0 hartree/bohr
electrons 6, plane waves 11, G vectors 20
smallest gap            = 1.202870 hartree
E_c, trace-log          = -0.38908095 hartree
E_c, coupling integral  = -0.38908095 hartree
E_c, mode sum           = -0.38908095 hartree
E_c with |G| <= 1/bohr   = -0.30970106 hartree
E_c with |G| <= 2/bohr   = -0.36818722 hartree
E_c with |G| <= 4/bohr   = -0.38824237 hartree
UNIFORM GAS, coefficients
alpha                   = 0.521062
kappa/rs = 4 alpha/pi   = 0.663436
ln(4 alpha/pi)          = -0.410322
J(0)                    = 0.321336
J(0.01)                 = 0.321329
mean ln R, weight R^2   = -0.550655
int_0^1 (J-J(0)) dQ/Q   = -0.032169
int_1^inf J dQ/Q        = 0.164859
C, inner part           = -0.045423 hartree
C, outer part           = -0.025677 hartree
A = 0.031091 hartree = 0.8460 eV
C = -0.071099 hartree = -1.9347 eV
B = 0.002710 hartree
Extracted from the full double integral:
A = 0.031089, C = -0.071114, B = 0.002709 hartree
rs, full RPA, A ln rs + C, difference (hartree)
 0.00001   -0.429045   -0.429044  -0.0000004
 0.00010   -0.357459   -0.357455  -0.0000032
 0.00100   -0.285892   -0.285866  -0.0000259
 0.01000   -0.214474   -0.214277  -0.0001970
 0.10000   -0.144042   -0.142688  -0.0013535
 0.50000   -0.097341   -0.092650  -0.0046915
 1.00000   -0.078799   -0.071099  -0.0077000
 2.00000   -0.061801   -0.049549  -0.0122521
all tests passed
```
